# Continued-fraction X-ray absorption cross section for ultrasoft pseudopotentials

Rydberg atomic units are used: $\hbar^2/2m=1$, $e^2=2$, energies in Ry, lengths in bohr. The electrons are independent particles in a fixed potential. The core state is $|\psi_i\rangle$ with energy $E_i$, the all-electron final states are $|\psi_f\rangle$ with energies $E_f$, the dipole operator is $d=\boldsymbol\epsilon\cdot\mathbf r$, and $g$ counts the core electrons that contribute equally ($g=2$ for a $1s$ shell without spin polarization). A photon energy $\hbar\omega$ is labelled by $E=E_i+\hbar\omega$, and $z=E+i\gamma$ with $\gamma>0$ a Lorentzian half-width. Ultrasoft data consist of a local potential $V_{\rm loc}$, projectors $|p_n\rangle$ confined to a sphere of radius $r_c$, pseudo partial waves $\tilde\phi_n$ with $\langle p_n|\tilde\phi_m\rangle=\delta_{nm}$, the all-electron partial waves $\phi_n$, which equal $\tilde\phi_n$ for $r\ge r_c$, and two Hermitian matrices $q$ and $D$. With $T$ the kinetic energy they define

$$\tilde H=T+V_{\rm loc}+\sum_{nm}|p_n\rangle D_{nm}\langle p_m|,\qquad S=1+\sum_{nm}|p_n\rangle q_{nm}\langle p_m|,$$

and the pseudo states obey $\tilde H\tilde\psi_f=E_fS\tilde\psi_f$, $\langle\tilde\psi_f|S|\tilde\psi_g\rangle=\delta_{fg}$. All operators are matrices in an orthonormal basis of dimension $N$, and $S$ is assumed positive definite. The $S$ product is $(x,y)_S=\langle x|S|y\rangle$, and $A=S^{-1}\tilde H$.

A field $\mathcal E_0\boldsymbol\epsilon\cos\omega t$ couples through $e\mathcal E_0\,d\cos\omega t$, whose absorbing half has amplitude $e\mathcal E_0 d/2$. The golden rule gives the rate $(2\pi/\hbar)(e\mathcal E_0/2)^2\sum_f|\langle\psi_f|d|\psi_i\rangle|^2\delta(E_f-E)$, and the photon flux in Gaussian units is $c\mathcal E_0^2/(8\pi\hbar\omega)$. Their ratio has the prefactor $4\pi^2e^2\omega/c=4\pi^2\alpha\hbar\omega$. The delta function is broadened by $\delta(E_f-E)\to\gamma/\pi[(E-E_f)^2+\gamma^2]=-\pi^{-1}{\rm Im}\,(z-E_f)^{-1}$, with $\hbar\omega$ kept outside the sum as a convention, so that

$$\sigma=-4\pi\alpha\,\hbar\omega\,g\;{\rm Im}\sum_{f\,\rm empty}\frac{|\langle\psi_f|d|\psi_i\rangle|^2}{z-E_f}.$$

The matrix element probes $\psi_f$ near the nucleus, where $\tilde\psi_f$ has the wrong shape. The projector-augmented-wave reconstruction is $\psi_f=\tilde\psi_f+\sum_n(\phi_n-\tilde\phi_n)\langle p_n|\tilde\psi_f\rangle$. With $X=d\,\psi_i$,

$$\langle\psi_f|X\rangle=\langle\tilde\psi_f|X\rangle-\sum_n\langle\tilde\psi_f|p_n\rangle\langle\tilde\phi_n|X\rangle+\sum_n\langle\tilde\psi_f|p_n\rangle\langle\phi_n|X\rangle .$$

If $\tilde\psi_f=\sum_n\tilde\phi_n\langle p_n|\tilde\psi_f\rangle$ holds wherever $X$ is not negligible, the first two terms cancel and

$$\langle\psi_f|d|\psi_i\rangle=\langle\tilde\psi_f|\Phi\rangle,\qquad|\Phi\rangle=\sum_n|p_n\rangle m_n,\qquad m_n=\langle\phi_n|d|\psi_i\rangle .$$

The assumed expansion is the completeness of the partial waves, an approximation that holds in a window around their reference energies $\varepsilon_n$. The numbers $m_n$ need the $\phi_n$, which $\tilde H$ and $S$ do not contain and which must be kept with the ultrasoft data. The tail of $X$ beyond $r_c$ is included by integrating $m_n$ with $\phi_n$ continued outward. Under the same assumption $\psi_f=\sum_n\phi_nc_n$ and $\tilde\psi_f=\sum_n\tilde\phi_nc_n$ inside the sphere, $c_n=\langle p_n|\tilde\psi_f\rangle$, while the two functions agree outside. The all-electron overlap then equals $\langle\tilde\psi_f|S|\tilde\psi_g\rangle$ for $q_{nm}=\langle\phi_n|\phi_m\rangle_{r_c}-\langle\tilde\phi_n|\tilde\phi_m\rangle_{r_c}$.

The matrix $D$ follows from the demand that each $\tilde\phi_j$ solve the generalized equation at $\varepsilon_j$. In one angular channel with real radial functions, let $\chi_j=(\varepsilon_j-T-V_{\rm loc})\tilde\phi_j$, which vanishes outside $r_c$, $B_{ij}=\langle\tilde\phi_i|\chi_j\rangle$, $p_i=\sum_k(B^{-1})_{ki}\chi_k$ and $D_{ij}=B_{ij}+\varepsilon_jq_{ij}$. Then $\langle p_i|\tilde\phi_j\rangle=\sum_kB_{jk}(B^{-1})_{ki}=\delta_{ij}$ and $\sum_ip_iB_{ij}=\chi_j$, so

$$\tilde H\tilde\phi_j=\varepsilon_j\tilde\phi_j-\chi_j+\sum_ip_iB_{ij}+\varepsilon_j\sum_ip_iq_{ij}=\varepsilon_jS\tilde\phi_j .$$

If the potential near the absorber is the spherical one for which the partial waves were generated, as in the model below, an eigenstate whose energy equals $\varepsilon_j$ is therefore a multiple of $\tilde\phi_j$ there, and its reconstruction needs no completeness assumption. In a solid or molecule the potential inside the sphere differs from that reference, and completeness is needed even at $\varepsilon_j$. The symmetry of $D$ comes from the Wronskian $W=(\phi_i\phi_j'-\phi_j\phi_i')_{r_c}$. Multiplying the radial equation of $\phi_j$ by $\phi_i$, subtracting the same with $i\leftrightarrow j$ and integrating to $r_c$ gives $-W=(\varepsilon_j-\varepsilon_i)\langle\phi_i|\phi_j\rangle_{r_c}$. The pseudo waves have the same $W$ and the extra source $-\chi$, so $-W=(\varepsilon_j-\varepsilon_i)\langle\tilde\phi_i|\tilde\phi_j\rangle_{r_c}-B_{ij}+B_{ji}$. The difference is $B_{ij}+\varepsilon_jq_{ij}=B_{ji}+\varepsilon_iq_{ij}$, that is $D_{ij}=D_{ji}$.

The sum is first extended to all $f$, defining $G(z)=\sum_fw_f/(z-E_f)$ with $w_f=|\langle\tilde\psi_f|\Phi\rangle|^2$. Since $S>0$, the Hermitian matrix $S^{-1/2}\tilde HS^{-1/2}$ exists and its eigenvectors $S^{1/2}\tilde\psi_f$ form an orthonormal basis. Collect the $\tilde\psi_f$ as columns of the square matrix $C$ and the $E_f$ in the diagonal matrix $\mathsf E$. Then $C^\dagger SC=1$ and $C^\dagger\tilde HC=\mathsf E$, so $C^\dagger(zS-\tilde H)C=z-\mathsf E$. Inverting both relations,

$$\sum_f|\tilde\psi_f\rangle\langle\tilde\psi_f|=CC^\dagger=S^{-1},\qquad\sum_f\frac{|\tilde\psi_f\rangle\langle\tilde\psi_f|}{z-E_f}=(zS-\tilde H)^{-1}.$$

Because $zS-\tilde H=S(z-A)$, its inverse is $(z-A)^{-1}S^{-1}$. Writing $\langle\Phi|=\langle v|S$ with $v=S^{-1}\Phi$,

$$G(z)=\langle\Phi|(z-A)^{-1}S^{-1}|\Phi\rangle=\big(v,(z-A)^{-1}v\big)_S,\qquad(v,v)_S=\langle\Phi|S^{-1}|\Phi\rangle=\sum_fw_f\equiv n^2 .$$

The diagonal element belongs to $S^{-1}\Phi$, not to $\Phi$. Starting from $\Phi$ in the $S$ product would give the weights $|\langle\tilde\psi_f|S|\Phi\rangle|^2$, and $\Phi$ lies in the span of the projectors, the one subspace where $S$ differs from unity.

The operator $A$ is in general not Hermitian in the plain product, since $A^\dagger=\tilde HS^{-1}$, but $(x,Ay)_S=\langle x|\tilde H|y\rangle=(Ax,y)_S$. Let $u_0=v/n$ and let $u_0,u_1,\dots$ be the $S$-orthonormal vectors obtained by Gram–Schmidt from $u_0,Au_0,A^2u_0,\dots$. By construction $Au_i$ lies in the span of $u_0,\dots,u_{i+1}$. Its coefficient on $u_j$ is $(u_j,Au_i)_S=(Au_j,u_i)_S$, which vanishes for $j+1<i$ because $Au_j$ lies in the span of $u_0,\dots,u_{j+1}$. Three terms survive. The diagonal one, $a_i=\langle u_i|\tilde H|u_i\rangle$, is real. The coefficient $b_{i+1}$ of $u_{i+1}$ is made positive by the choice of phase, and the coefficient of $u_{i-1}$ is $(Au_{i-1},u_i)_S=b_i$. Hence $Au_i=b_{i+1}u_{i+1}+a_iu_i+b_iu_{i-1}$ with $b_0=0$. Multiplying by $S$ and defining $t_i=Su_i$ gives the two-vector form $\tilde Hu_i=b_{i+1}t_{i+1}+a_it_i+b_it_{i-1}$. The norm condition is $1=\langle u_{i+1}|S|u_{i+1}\rangle=\langle t_{i+1}|S^{-1}|t_{i+1}\rangle$, so one step reads

$$a_i=\langle u_i|\tilde H|u_i\rangle,\qquad r=\tilde Hu_i-a_it_i-b_it_{i-1},\qquad b_{i+1}^2=\langle r|S^{-1}|r\rangle,$$

$$t_{i+1}=r/b_{i+1},\qquad u_{i+1}=S^{-1}r/b_{i+1},$$

started from $t_0=\Phi/n$, $u_0=S^{-1}\Phi/n$. A step costs one application of $\tilde H$ and one of $S^{-1}$, and $S$ itself is not applied. If $S$ had a negative eigenvalue, $b_{i+1}^2$ could turn negative and the recursion would lose its meaning.

The inverse has closed form. Let $P$ have the projectors as columns and $O=P^\dagger P$, evaluated in the basis actually used. Trying $S^{-1}=1+PeP^\dagger$,

$$(1+PqP^\dagger)(1+PeP^\dagger)=1+P(q+e+qOe)P^\dagger,$$

which is unity for $e=-(1+qO)^{-1}q=-q(1+Oq)^{-1}$; the two forms agree because $q(1+Oq)=(1+qO)q$. From $SP=P(1+qO)$ the nontrivial eigenvalues of $S$ are those of the small matrix $1+qO$, which is where positivity is checked, and $n^2=m^\dagger O(1+qO)^{-1}m$. For $q=0$ one has $S=1$, $t_i=u_i$, and the scheme is the ordinary Lanczos–Haydock recursion on $\tilde H$ with $n^2=\langle\Phi|\Phi\rangle$. For one projector $\Phi$ is an eigenvector of $S$, so $n^2=|m|^2O/(1+qO)$, and the wrong start multiplies every weight by $(1+qO)^2$.

In exact arithmetic the recursion stops at some $K\le N$ with $b_K=0$. With $U$ the matrix of columns $u_0,\dots,u_{K-1}$ and $J$ the tridiagonal matrix of the $a_i$, $b_i$, it states $AU=UJ$ and $U^\dagger SU=1$. Then $(z-A)U=U(z-J)$ gives $(z-A)^{-1}U=U(z-J)^{-1}$, and $G=n^2[(z-J)^{-1}]_{00}$. Let $J_i$ be the block of $J$ from level $i$ on, and $g_i$ the top-left element of $(z-J_i)^{-1}$. The first column of that inverse, split as $(g_i,y)$, obeys $(z-a_i)g_i-b_{i+1}y_1=1$ and $(z-J_{i+1})y=b_{i+1}g_i\,\hat e_1$. The second equation gives $y_1=b_{i+1}g_{i+1}g_i$, and the first becomes $g_i=1/(z-a_i-b_{i+1}^2g_{i+1})$. Iterating,

$$G(z)=\cfrac{\langle\Phi|S^{-1}|\Phi\rangle}{z-a_0-\cfrac{b_1^2}{z-a_1-\cfrac{b_2^2}{z-a_2-\cdots}}}.$$

A fraction with $M<K$ levels needs a value for $g_M$. The moments $\mu_k=\sum_fw_fE_f^k/n^2$ equal $(J^k)_{00}$, as the expansion of both forms of $G$ in $1/z$ shows. This element is a sum over walks of $k$ steps from level 0 back to level 0, each step staying (factor $a_i$) or moving by one level (factor $b_i$). A walk that touches level $M$ needs at least $2M$ steps. Truncation, $g_M=0$, deletes such walks, so it keeps $\mu_0,\dots,\mu_{2M-1}$ and at order $2M$ misses the single straight walk, of value $\prod_{i=1}^Mb_i^2$.

The truncated fraction is a sum of $M$ poles, and its error on a continuum can be found for a chain with constant $a$, $b$. The recursion for $x=bg$ is $x'=1/(y-x)$ with $y=(z-a)/b$. Its fixed points solve $x^2-yx+1=0$; they are $\lambda$ and $1/\lambda$ with $\lambda+1/\lambda=y$, and the physical one has $|\lambda|<1$ because $g\to1/z$ at large $|z|$. This gives the terminator

$$\tau(z)=\frac{\lambda}{b}=\frac{z-a-\sqrt{z-a-2b}\,\sqrt{z-a+2b}}{2b^2},$$

where the product of principal roots tends to $z-a$ at infinity and has its cut on $[a-2b,a+2b]$. Just above the cut, with $E-a=2b\cos\theta$, the product is $2ib\sin\theta$ and $\lambda=e^{-i\theta}$, so $-{\rm Im}\,\tau>0$ inside the band. Direct substitution gives $x'-\lambda=\lambda(x-\lambda)/(y-x)$ and $x'-1/\lambda=(x-1/\lambda)/\lambda(y-x)$, so the ratio $\rho=(x-\lambda)/(x-1/\lambda)$ is multiplied by $\lambda^2$ at each level. Truncation starts at $x=0$, $\rho=\lambda^2$, and ends at $\rho=\lambda^{2M+2}$. Setting $\lambda=e^{-i\theta-\kappa}$, $y=2\cos(\theta-i\kappa)\approx2\cos\theta+2i\kappa\sin\theta$, so $\kappa=\gamma/(2b\sin\theta)$ to first order in $\gamma$. Solving for $x$ gives $x-\lambda=\rho(\lambda-1/\lambda)/(1-\rho)\approx-2i\sin\theta\,\rho/(1-\rho)$, and, to the same order in $\gamma$, the relative error of ${\rm Im}\,x$ oscillates with upper envelope

$$\frac{2|\rho|}{1-|\rho|},\qquad|\rho|=e^{-(M+1)\gamma/b\sin\theta},\qquad b\sin\theta=\tfrac12\sqrt{(E-a+2b)(a+2b-E)} .$$

Truncation acts as a wall that reflects the wave fully, and convergence needs $M\gg b\sin\theta/\gamma$. Setting $g_M=\tau$ starts at $\rho=0$ and removes the reflection for a constant chain. For a real chain $a$ and $b$ are taken as averages of the last coefficients, which presumes one continuous band and coefficients that have settled.

The fraction still holds the occupied valence states of the channel. Let $\mathcal C$ be a counterclockwise contour that encloses their energies, no other singularity of $G$, and not $z$. The integrand $G(z')/(z-z')$ then has inside $\mathcal C$ the residues $w_o/(z-E_o)$, so

$$G_{\rm occ}(z)=\frac1{2\pi i}\oint_{\mathcal C}\frac{G(z')}{z-z'}\,dz',\qquad\sigma=-4\pi\alpha\,\hbar\omega\,g\;{\rm Im}\,[G(z)-G_{\rm occ}(z)] .$$

No occupied orbital is needed, since $G(z')$ comes from the same coefficients. On a circle $z'=c+Re^{i\vartheta}$, $dz'=iRe^{i\vartheta}d\vartheta$, and the integral is the angular average of $G(z')Re^{i\vartheta}/(z-z')$. The contour crosses the real axis between occupied and empty levels, so this form needs a gap that the $M$ levels resolve, with the cut of $\tau$ outside $\mathcal C$.

The example is a central model with round parameters: $V=-(2/r)[1+7e^{-r/0.5}]$ plus a repulsive shell $\exp[-(r-4)^2/0.6^2]$ Ry that scatters the photoelectron, in a spherical box of 200 bohr, with $\gamma=0.1$ Ry. The transition is $1s\to p$, with angular factor $\int Y_{10}\cos\theta\,Y_{00}\,d\Omega=1/\sqrt3$ included in $m_n$, and the lowest $p$ level counts as filled. The reference is a diagonalization of the all-electron problem in 426 B-splines. It shares the model's omissions: one fixed potential for initial and final states, no self-consistency, core-hole relaxation or relativity. It is tested by the Thomas–Reiche–Kuhn sum over all $p$ levels, $\sum_f(E_f-E_i)w_f=\tfrac12\langle[d,[H,d]]\rangle=1$, which follows for $d$ along an axis $\zeta$ from $[H,\zeta]=-2\partial_\zeta$ and $[\zeta,-2\partial_\zeta]=2$; the computed sum is 1.0000000 Ry bohr². It gives $E_{1s}=-40.571$ Ry and lowest $p$ levels at $-0.97982$ and $-0.14953$ Ry. All values are in the numerical output below, where $\Phi$ is written phi.

The ultrasoft data have $r_c=1.5$ bohr. Inside, $V_{\rm loc}$ is the second-order Taylor polynomial in $r^2$ of the screened Coulomb term about $r_c^2$, and $\tilde\phi_j$ solves the radial equation in $V_{\rm loc}+C_jk(r)$, $k=(1-r^2/r_c^2)^3$, so that $\chi_j=C_jk\tilde\phi_j$. Matching the logarithmic derivative at the reference energies $-0.97982$ and $1.48154$ Ry, both chosen as levels of the box, gives $C_1=-11.815$ and $C_2=-14.679$ Ry. The matrix $B$ is not symmetric and $D$ is:

$$D_{12}=-3.48426+1.48154\times0.27618=-3.07509\ {\rm Ry},$$

$$D_{21}=-2.80448-0.97982\times0.27618=-3.07509\ {\rm Ry}.$$

The basis is $r\,j_1(kr)$ with a node at the wall. With 1000 functions (247 Ry) the two reference levels are reproduced within $2.7\times10^{-8}$ Ry and their weights within $4.7\times10^{-6}$ of the all-electron weights, which tests the reconstruction where it needs no completeness; the parts of $m_n$ from $r>r_c$, $+0.16\%$ and $-0.15\%$, were included. The working basis has 500 functions (61.8 Ry). Its 101 levels below 2.5 Ry match the all-electron ones in order within $10^{-4}$ Ry, so no ghost level is present there.

The eigenvalues of $1+qO$ are 1.0689 and 1.6759. Their sum is confirmed by $2+{\rm tr}\,qO=2+3.9214-8.9382+5.7615=2.7447$. With $m_1=0.073383$ and $m_2=0.098149$ bohr, $\langle\Phi|\Phi\rangle=m^TOm=0.095186-0.233098+0.157995=0.020083$ bohr², while $n^2=0.012002$ bohr². The ratio $0.59764$ equals $x/1.6759+(1-x)/1.0689$, where $x$ is the share of $\langle\Phi|\Phi\rangle$ on the upper eigenvector, and this gives $1-x\approx0.003$. So $S\Phi\approx1.676\,\Phi$, and the wrong start multiplies the total weight by about $1.676^2=2.81$. Its largest error relative to the correct ultrasoft spectrum on 0.3–2.5 Ry is 1.89, a factor 2.89. Dropping $S$ altogether gives a largest error of 22% on the same measure. The total weight $n^2$ is 70% of the all-electron total, 0.017175 bohr²; the two totals need not agree, since they include states far outside the window of the partial waves. Below 2.5 Ry the weights are 0.005914 and 0.005917 bohr², between 10 and 61.8 Ry they are 0.0025 and 0.0063 bohr², and removing the basis cutoff from $O$ raises $n^2$ only to 0.01204 bohr².

The recursion starts with $a_0=5.574$ Ry, the centroid $\mu_1$, and $b_1=8.667$ Ry, the width $(\mu_2-\mu_1^2)^{1/2}$, and reaches $a_3=30.75$, $b_4=15.79$ Ry. For $M=4$ the moments up to order 7 are tested to agree, and the defect at order 8 is $(8.66749\times15.21937\times15.82599\times15.79404)^2=1.0872\times10^9$ Ry⁸, 0.3% of $\mu_8$. Averages over levels 80–99 give $a=29.93$, $b=15.00$ Ry and edges $-0.07$ and $59.9$ Ry, against a continuum threshold at zero and a highest eigenvalue of 61.75 Ry.

At $E=1$ Ry, $\hbar\omega=41.571$ Ry (565.6 eV) and the prefactor is $4\pi\times0.00729735\times2\times41.571=7.624$ Ry. The contour is a circle of radius 0.4151 Ry about the occupied pole at $-0.97972$ Ry, half the distance to the next level, sampled at 64 points. The tail that it has to remove is $7.624\times0.0039209\times0.1/(1.97972^2+0.01)=0.000761$ bohr², 3.7% of the result. The fraction with 100 levels and terminator gives $\sigma=0.02044$ bohr² (0.572 Mb), generalized diagonalization 0.02042 and the all-electron reference 0.02041 bohr² (0.571 Mb); plain truncation gives 0.01734.

On 0.3–2.5 Ry three errors can be compared. The error of the working basis relative to the all-electron spectrum, which holds the partial-wave error together with the smaller cutoff error, is at most 1.5% with two projectors, reached at the upper end ($0.016412$ against $0.016660$ bohr²), and 40% with the $2p$ projector alone. The cutoff changes the spectrum by at most 0.25% relative to the larger basis. The recursion error, relative to generalized diagonalization, is 1.50, 0.447 and 0.073 for truncation at $M=50$, 100 and 200. The constant-chain envelope at $E=2.5$ Ry has $b\sin\theta=\tfrac12\sqrt{2.570\times57.43}=6.07$ Ry and $\gamma/b\sin\theta=0.01646$, so $|\rho|=0.432$, 0.190, 0.0366 and the envelope is 1.52, 0.47, 0.076. It was derived for constant coefficients, yet for these three $M$ it lies close to the largest errors found on the 45 sampled energies. It is an estimate to first order in $\gamma$, not a bound: on a tenfold finer energy grid the errors for $M=50$ and 100 reach 1.55 and 0.50.

With the terminator the errors are 0.59%, 0.39% and 0.74% for the same $M$: below 1% for these three $M$ on the 45 sampled energies. These values and the truncation errors above use coefficients from the recursion without reorthogonalization. With reorthogonalized coefficients the truncation errors at $M=50$ and 100 are unchanged, but the one at $M=200$ is 0.067 instead of 0.073, so the figures for $M=200$ are not fixed to the digits shown. They do not fall monotonically with $M$, and the cause of the rise at $M=200$ was not determined. The coefficients are not constant; $a$ falls from 30.59 Ry at level 49 to 29.72 Ry at level 99. The terminator is exact when the coefficients are constant from level $M$ on; here they are not, so a residual error remains at finite $M$. The origin of the drift in the coefficients was not examined.

The full fraction needs no terminator. With reorthogonalization and $M=500$ it matches diagonalization to $4\times10^{-14}$, and it is also tested against direct solution of $(zS-\tilde H)y=\Phi$. Without reorthogonalization the first 20 vectors are tested to be $S$-orthonormal, but 1000 vectors cannot be so in 500 dimensions, and the largest element of $U^\dagger SU-1$ reaches 0.39. The broadened spectrum from that run still agrees with diagonalization to $4\times10^{-14}$. This is a numerical finding for this model and this $\gamma$; the derivation above assumes exact arithmetic and does not prove it.

## Table of computed values

```
model: Z=8.0, Zi=1.0, lambda=0.5 bohr; shell 1.0 Ry, R=4.0, width=0.6 bohr
box L=200.0 bohr, rc=1.5 bohr, gamma=0.1 Ry, spin factor 2.0, alpha=0.00729735
basis N=500: cutoff 61.81 Ry; N=1000: 247.0 Ry; B-splines 426
angular factor 0.577350; AE TRK sum 1.0000000 Ry bohr^2
AE E_1s=-40.57097 Ry; p levels -0.97982, -0.14953 Ry
V_loc(0)=-5.1138 Ry; reference energies -0.97982, 1.48154 Ry
C_1=-11.8153 Ry, C_2=-14.6792 Ry
q11,q12,q22 = 0.22185, 0.27618, 0.35129 (AE waves unit norm in rc)
B12, B21 = -3.48426, -2.80448 Ry
D11,D12,D22 = -2.57322, -3.07509, -3.92497 Ry
O11,O12,O22 = 17.6759, -16.1818, 16.4010
e11,e12,e22 = -0.13904, -0.16916, -0.21248
nontrivial eigenvalues of S: 1.0689, 1.6759
dipoles m1,m2 = 0.073383, 0.098149 bohr; part from r>rc 1.6e-03, -1.5e-03
at references (N=1000): max dE=2.7e-08 Ry, max rel weight error=4.7e-06
101 levels below 2.5 Ry: max |E_US-E_AE|=9.9e-05 Ry (N=500)
<phi|phi>=2.008312e-02, <phi|S^-1|phi>=1.200240e-02 bohr^2
sum of US weights 1.200240e-02, AE weights 1.717521e-02 bohr^2
occupied pole: E=-0.97972 Ry, weight 3.920916e-03 bohr^2, contour radius 0.4151 Ry
a_0=5.57352 Ry, b_1=8.66749 Ry
a_1=23.80292 Ry, b_2=15.21937 Ry
a_2=30.11925 Ry, b_3=15.82599 Ry
a_3=30.74679 Ry, b_4=15.79404 Ry
a_49=30.59397 Ry, b_50=15.36388 Ry
a_99=29.71932 Ry, b_100=14.89045 Ry
M=4: moment 8 = 3.382677e+11 Ry^8, defect = 1.087198e+09, prod b^2 = 1.087198e+09
terminator (levels 80-99): a=29.9312, b=15.0008 Ry; edges -0.070, 59.933 Ry
highest generalized eigenvalue 61.754 Ry
E/Ry  sigma/bohr^2: AE, US diag, CF M=100 terminated, truncated; removed occupied tail
0.50  0.033862 0.033924 0.033871 0.033695 0.001343
1.00  0.020407 0.020423 0.020437 0.017341 0.000761
1.50  0.012698 0.012654 0.012613 0.011846 0.000491
2.00  0.013177 0.013063 0.013107 0.011648 0.000344
2.50  0.016660 0.016412 0.016402 0.023748 0.000256
max relative errors on 0.3-2.5 Ry:
 M=50 vs US diag: truncated 1.50e+00, terminated 5.94e-03
 M=100 vs US diag: truncated 4.47e-01, terminated 3.86e-03
 M=200 vs US diag: truncated 7.34e-02, terminated 7.35e-03
 M=500 reorthogonalized 4.4e-14; M=1000 plain 3.8e-14
 loss of S-orthogonality in plain run 0.39
 US vs AE: two projectors 1.49e-02, one projector 4.05e-01
 cutoff effect N=500 vs 1000: 2.47e-03
 wrong start phi instead of S^-1 phi 1.887; S ignored 0.217
main: E=1.00 Ry, hw=41.5710 Ry = 565.60 eV
main: sigma CF=0.020437 bohr^2 = 0.5723 Mb; AE 0.5714 Mb
```
